# Why Depolarization Suppresses Longitudinal Ferroelectric Fluctuations

## What goes wrong without the electric term

Suppose the free energy of a cubic paraelectric contains only a local stiffness and a gradient cost with a single coefficient, the same for all directions. Every component of the polarization then fluctuates equally, whatever its direction relative to the wavevector. For the model below, a wave of length 10 nm in a cube of side 20 nm would have an rms Fourier amplitude of $3.41\times10^{-3}$ C/m² in each component.

For the component along the wavevector this cannot be right. Such a wave carries bound charge, and at that amplitude its electric field would store about $271\,k_BT$ on average, while its local and gradient energy is $k_BT$. A thermal fluctuation is extremely unlikely to reach that size when it must pay for the field. Below the transition the same omission predicts growing charged waves that, in an insulator without mobile charge, are stable.

The task is to find which waves pay the electric energy, how much they pay, and when the payment is reduced.

## The model and its conventions

Let $\mathbf P(\mathbf r)$ be the soft part of the polarization in an insulator. The remaining, stiff response is linear and isotropic, with relative permittivity $\epsilon_b$, and $\epsilon=\epsilon_0\epsilon_b$. In a periodic volume $V$,

$$
\mathbf P(\mathbf r)=\sum_{\mathbf k}\mathbf P_{\mathbf k}e^{i\mathbf k\cdot\mathbf r},
\qquad \mathbf P_{-\mathbf k}=\mathbf P_{\mathbf k}^* .
$$

The second relation holds because $\mathbf P(\mathbf r)$ is real. "Longitudinal" means parallel to $\mathbf k$, and "transverse" means perpendicular to $\mathbf k$. Neither word refers to the direction of a spontaneous polarization.

The treatment is quadratic in $\mathbf P$, electrostatic and classical. Elastic coupling is omitted, and one gradient coefficient serves all directions.

## First contribution: local stiffness and gradients

The non-electric energy is

$$
F_0=\frac12\int d^3r\left[a|\mathbf P|^2+g\sum_{ij}(\partial_iP_j)^2\right].
$$

A derivative $\partial_i$ multiplies a Fourier component by $ik_i$, and integration over the volume leaves products of equal wavevectors, each with a factor $V$. Hence

$$
F_0=\frac V2\sum_{\mathbf k}A\,|\mathbf P_{\mathbf k}|^2,
\qquad A=a+gk^2 .
$$

This contribution depends on the length of $\mathbf k$ but not on the angle between $\mathbf k$ and $\mathbf P_{\mathbf k}$. It cannot distinguish longitudinal from transverse waves.

## Second contribution: the field of the bound charge

The bound charge density of the soft polarization is

$$
\rho=-\nabla\cdot\mathbf P,
\qquad \rho_{\mathbf k}=-i\mathbf k\cdot\mathbf P_{\mathbf k}.
$$

If $\mathbf P$ points along $x$ and varies along $x$, neighbouring dipoles of unequal strength leave uncancelled charge between them. If it points along $x$ but varies along $y$, the dipoles head to tail along $x$ have equal strength and their charges cancel.

In the background medium, Gauss's law reads $\epsilon\nabla\cdot\mathbf E=\rho$. Electrostatics also requires $\nabla\times\mathbf E=0$, so for $\mathbf k\neq0$ the field is parallel to $\mathbf k$: $\mathbf E_{\mathbf k}=\hat{\mathbf k}E_{\mathbf k}$. Then

$$
i\epsilon kE_{\mathbf k}=-ik\,\hat{\mathbf k}\cdot\mathbf P_{\mathbf k}
\quad\Longrightarrow\quad
\mathbf E_{\mathbf k}=-\frac{\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf P_{\mathbf k})}{\epsilon}.
$$

The minus sign makes this a depolarizing field: it opposes the longitudinal polarization that creates it. The factor $k$ in the charge has cancelled the factor $k$ from Gauss's law. A longer wave has less charge density, but its charged layers are thicker in proportion. The charge per area of each layer is unchanged, and so is the field.

The energy must include the work of polarizing the background. Let $P_L=\hat{\mathbf k}\cdot\mathbf P_{\mathbf k}$, let $P_b$ be the longitudinal background polarization, and let $\chi=\epsilon_b-1$. For one Fourier component the energy per volume, with the common factor $1/2$, is

$$
u=\frac{|P_L+P_b|^2}{2\epsilon_0}+\frac{|P_b|^2}{2\epsilon_0\chi}.
$$

The first term is vacuum field energy and the second is the elastic cost of the background. Setting the derivative with respect to $P_b^*$ to zero gives

$$
P_L+P_b+\frac{P_b}{\chi}=0,
\qquad P_b=-\frac{\chi}{1+\chi}P_L,
\qquad P_L+P_b=\frac{P_L}{1+\chi}.
$$

Substitution yields

$$
u=\frac{|P_L|^2}{2\epsilon_0}\left[\frac1{(1+\chi)^2}+\frac{\chi}{(1+\chi)^2}\right]
=\frac{|P_L|^2}{2\epsilon_0\epsilon_b}.
$$

Summing over wavevectors gives the directional energy

$$
F_{\rm el}=\frac V2\sum_{\mathbf k\neq0}\Lambda\,|\hat{\mathbf k}\cdot\mathbf P_{\mathbf k}|^2,
\qquad \Lambda=\frac1\epsilon .
$$

It is non-negative and vanishes for a transverse wave.

### The same energy seen in real space

A localized cloud of polarization along $z$ contains many wavevectors. Its electric energy is a fraction $f$ of $\int P^2d^3r/(2\epsilon)$, where $f$ is the average of $\hat k_z^2$ weighted by $|P_{\mathbf k}|^2$. For a Gaussian cloud of widths $w_\perp$ across $z$ and $w_z$ along it, that weight is proportional to $\exp(-w_\perp^2k_\perp^2-w_z^2k_z^2)$.

A flat cloud is narrow along its polarization, so its wavevectors lie mostly near $z$ and it is mainly longitudinal. A long cloud is mainly transverse. For widths in the ratios 4:4:1, 1:1:1 and 1:1:4, direct integration of Coulomb's law gives $f=0.704$, $0.333$ and $0.075$. These values agree with the Fourier average, which tests the directional factor without assuming it.

## Weighing the two contributions in thermal equilibrium

Split the polarization into $P_L$ along $\hat{\mathbf k}$ and two transverse components $P_{T1},P_{T2}$. Because these directions are orthogonal,

$$
F=\frac V2\sum_{\mathbf k\neq0}\left[(A+\Lambda)|P_L|^2+A|P_{T1}|^2+A|P_{T2}|^2\right].
$$

There are no cross terms, so the components fluctuate independently. Take one component with stiffness $K$, equal to $A$ or $A+\Lambda$. The wavevectors $\mathbf k$ and $-\mathbf k$ describe the same real wave, so their energies are added:

$$
F_{\rm pair}=2\cdot\frac V2K|P_{\mathbf k}|^2=VK(x^2+y^2),
\qquad P_{\mathbf k}=x+iy .
$$

The Boltzmann weight $\exp(-VKx^2/k_BT)$ is a Gaussian with $\langle x^2\rangle=k_BT/(2VK)$, and $y$ has the same variance. Therefore

$$
\langle|P_T|^2\rangle=\frac{k_BT}{VA},
\qquad
\langle|P_L|^2\rangle=\frac{k_BT}{V(A+\Lambda)},
$$

where $P_T$ is one transverse component. Their ratio is

$$
R=\frac{\langle|P_T|^2\rangle}{\langle|P_L|^2\rangle}=1+\frac{\Lambda}{A}.
$$

Longitudinal fluctuations are thus reduced by a finite factor. They are not forbidden. The reduction is large when the soft polarization is much easier to create locally than the field is to sustain, $A\ll\Lambda$.

This result was tested by building the energy from real-space derivatives and Poisson's equation on a $5\times5\times5$ periodic grid and inverting the whole energy matrix. The variances agree at every nonzero grid wavevector. With the electric term removed, the longitudinal variance becomes $k_BT/(VA)$, the transverse value. Within this model, the electric term is therefore the cause of the difference.

## A wave with numbers

Take the round model parameters $T=400$ K, $a=2\times10^7$ J m/C², $g=10^{-10}$ J m³/C² and $\epsilon_b=7$. The cube has side 20 nm, and the wave has length 10 nm, so $k=6.283\times10^8$ m⁻¹. The three stiffnesses, in J m/C², are

$$
a=2.00\times10^7,\qquad gk^2=3.95\times10^7,\qquad \Lambda=1.613\times10^{10}.
$$

The transverse total is $A=5.95\times10^7$ J m/C², and the longitudinal total is $1.619\times10^{10}$ J m/C². Almost all of the latter is electric.

Consider first a prescribed wave $P_0\cos kz$ with $P_0=0.01$ C/m². If it is polarized along $z$, its peak charge density is $kP_0=6.28\times10^6$ C/m³ and its peak field is $\Lambda P_0=1.61\times10^8$ V/m. Since $\cos^2kz$ averages to $1/2$, its mean electric energy density is

$$
\frac{\Lambda P_0^2}{4}=\frac{1.613\times10^{10}\times10^{-4}}4
=4.03\times10^5\ \text{J/m}^3 .
$$

The local and gradient terms contribute $AP_0^2/4=1.49\times10^3$ J/m³. Polarized along $x$, the wave has the second energy and not the first.

For the thermal amplitudes, $V=8\times10^{-24}$ m³ and $k_BT=5.523\times10^{-21}$ J give

$$
\sqrt{\langle|P_T|^2\rangle}
=\sqrt{\frac{5.523\times10^{-21}}{(8\times10^{-24})(5.948\times10^7)}}
=3.41\times10^{-3}\ \text{C/m}^2 .
$$

Replacing $A$ by $A+\Lambda$ gives $2.06\times10^{-4}$ C/m² for the longitudinal component. The variance is smaller by a factor of 272 and the rms amplitude by its square root, 16.5.

## Long waves, short waves and the uniform mode

As $k\to0$ the gradient cost disappears and $R\to1+\Lambda/a$. This limit has a direct dielectric meaning. Under a prescribed uniform field $E$, minimizing $aP^2/2-EP$ gives $P=E/a$. The displacement is $\epsilon_0\epsilon_bE+P$, so the static relative permittivity is

$$
\epsilon_s=\epsilon_b+\frac1{\epsilon_0a},
\qquad
\frac{\epsilon_s}{\epsilon_b}=1+\frac1{\epsilon_0\epsilon_ba}=1+\frac\Lambda a .
$$

Here $\epsilon_s=5654$, and the limiting ratio is $5654/7\approx808$. A softer paraelectric has a larger permittivity and a stronger contrast between its transverse and longitudinal fluctuations. The contrast grows because the transverse waves become softer, while the longitudinal stiffness stays near $\Lambda$.

The limit must not be confused with the uniform mode $\mathbf k=0$, for which $\hat{\mathbf k}$ is undefined. Its energy depends on the sample shape and electrodes. If the electrodes hold the macroscopic field at zero, the uniform stiffness is $a$ in every direction. A long longitudinal wave that is still much shorter than the sample has stiffness close to $a+\Lambda$.

At larger $k$ the common gradient cost reduces the ratio, from 808 to 272 at a wavelength of 10 nm. It would fall to 2 when $A=\Lambda$. With these parameters that requires a wavelength near 0.5 nm, where a continuum description is no longer justified.

## One polar axis or three

Suppose the crystal allows polarization only along $z$. Let $\theta$ be the angle between $\mathbf k$ and $z$. Then $\hat{\mathbf k}\cdot\mathbf P_{\mathbf k}=P_z\cos\theta$, and

$$
\langle|P_z|^2\rangle_{\rm uniaxial}
=\frac{k_BT}{V(A+\Lambda\cos^2\theta)} .
$$

At fixed $k$ the variance is largest at $\theta=90^\circ$, where the modulation is across the polar axis. Tilting $\mathbf k$ out of that plane by $\delta$ makes $\cos^2\theta=\sin^2\delta$. The variance halves when $\Lambda\sin^2\delta=A$, which gives $\delta=3.5^\circ$ for the 10 nm wave. At $\theta=45^\circ$ it has fallen to 0.0073 of its maximum. Both numbers assume the isotropic background. If the permittivity across the polar axis is larger, the suppression is weaker: a value of 45 across the axis, with 7 along it, gives $8.8^\circ$ and 0.027.

A polarization free to rotate behaves differently. Choose the transverse unit vector $\hat{\mathbf t}$ in the plane of $\mathbf k$ and $z$, so that $\hat{\mathbf z}=\cos\theta\,\hat{\mathbf k}+\sin\theta\,\hat{\mathbf t}$. Then $P_z=P_L\cos\theta+P_T\sin\theta$. Since $P_L$ and $P_T$ are independent with zero mean, their cross average vanishes:

$$
\langle|P_z|^2\rangle_{\rm free}
=\frac{k_BT}{V}\left[\frac{\cos^2\theta}{A+\Lambda}+\frac{\sin^2\theta}{A}\right].
$$

At $45^\circ$ this is 0.50 of its value at $90^\circ$. The number relies on the single gradient coefficient. If each Cartesian component instead has a coefficient of $5.1\times10^{-10}$ J m³/C² for variation along its own axis and $0.2\times10^{-10}$ J m³/C² across it, the value for $\mathbf k$ in a cube face is 0.11. The other components can adjust so that the total vector is nearly perpendicular to $\mathbf k$, leaving little charge. In the uniaxial crystal no other component is available. Depolarization therefore suppresses $\hat{\mathbf k}\cdot\mathbf P_{\mathbf k}$, and its effect on a chosen Cartesian component depends on what the remaining components may do.

## Third contribution: mobile charge

Mobile carriers can compensate bound charge. Let $\rho_m$ be their excess charge density. While it is small compared with their mean charge density, it has a quadratic free-energy cost $|\rho_m|^2/(2\epsilon\kappa^2)$ per Fourier component. Here $1/\kappa$ is the screening length the carriers would have in the background medium alone. In the crystal the soft polarization also responds, and a static potential decays over the longer distance $\sqrt{\epsilon_s/\epsilon_b}/\kappa$ when that distance is large compared with $\sqrt{g/a}$. The field energy of the total charge is $|\rho+\rho_m|^2/(2\epsilon k^2)$. Minimizing the sum over $\rho_m$ gives

$$
\frac{\rho+\rho_m}{k^2}+\frac{\rho_m}{\kappa^2}=0,
\qquad
\rho_m=-\frac{\kappa^2}{k^2+\kappa^2}\rho,
\qquad
\rho+\rho_m=\frac{k^2}{k^2+\kappa^2}\rho .
$$

The minimum energy is

$$
\frac{|\rho|^2}{2\epsilon}\,
\frac{k^2+\kappa^2}{(k^2+\kappa^2)^2}
=\frac{|\rho|^2}{2\epsilon(k^2+\kappa^2)}
=\frac{\Lambda}{2}\frac{k^2}{k^2+\kappa^2}|P_L|^2,
$$

because $|\rho|^2=k^2|P_L|^2$. For a Gaussian distribution, averaging over $\rho_m$ gives the same effective stiffness as minimizing over it. Screening thus replaces $\Lambda$ by $\Lambda k^2/(k^2+\kappa^2)$ and leaves transverse waves unchanged. Inversion of the joint energy of polarization and carriers on the grid confirms both statements.

For a background screening length $1/\kappa=1$ nm, which corresponds to about 28 nm in the crystal, the factor at a wavelength of 10 nm is 0.283. The longitudinal stiffness falls to $4.63\times10^9$ J m/C², but the variance ratio is still 78. For classical, singly charged carriers this screening length means a density of $1.3\times10^{19}$ cm⁻³, which is non-degenerate at 400 K only for an effective mass of about the free-electron mass or more. The thermal amplitude of $\rho_m$ at this wavevector is about a tenth of the mean carrier charge, but the prescribed wave of 0.01 C/m² would need about twice the mean and lies outside the quadratic regime. A small $1/\kappa$ alone does not make the penalty negligible, since what remains must be compared with the small stiffness $A$.

For $k\ll\kappa$ the penalty becomes $\Lambda k^2/\kappa^2$, which vanishes with $k$ like a gradient energy. It equals $a$ at a wavelength of 178 nm. There $gk^2$ is below one percent of $a$, so the ratio is close to 2. At much longer wavelengths the suppression disappears. These are equilibrium statements, and the full variance does not depend on how fast the carriers move. If they are slow, the polarization fluctuates with the smaller, unscreened variance about a value set by the carrier distribution, and that value drifts slowly. An observation too short for the carriers to move sees only the unscreened part.

## Below the transition: which domains can start

Now quench the local stiffness to $a=-2.5\times10^7$ J m/C², without mobile charge. Around $\mathbf P=0$, a negative stiffness means that a small wave lowers the energy. The conditions for instability are

$$
\text{transverse: } a+gk^2<0,
\qquad
\text{longitudinal: } a+gk^2+\Lambda<0 .
$$

The first is met for wavelengths above $2\pi\sqrt{g/|a|}=12.6$ nm. The second cannot be met, since even as $k\to0$ the longitudinal stiffness is $+1.61\times10^{10}$ J m/C². It would require $|a|>\Lambda$.

The 20 nm cube allows $\mathbf k=2\pi\mathbf m/(20\ \text{nm})$ with integer $\mathbf m$. The 10 nm wave has $m^2=4$ and $gk^2=3.95\times10^7$ J m/C², so $gk^2=0.987\times10^7\,m^2$ J m/C². Instability requires $m^2<2.53$. There are 6 wavevectors with $m^2=1$ and 12 with $m^2=2$, a total of 18.

Each wavevector contributes one real mode per polarization component, because a pair $\pm\mathbf k$ supplies a cosine and a sine. With three uniform modes at zero macroscopic field, the unstable modes number

$$
2\times18+3=39\ \text{with depolarization},\qquad
3\times18+3=57\ \text{without it}.
$$

Diagonalizing the grid energy gives both counts, and its unstable modes have no longitudinal part within numerical precision. The 18 missing modes are the longitudinal ones. These counts belong to a periodic volume at exactly zero macroscopic field, not to a real body 20 nm across. In a film of thickness $d=20$ nm, electrodes with an effective screening length $\lambda$ add about $2\lambda/(\epsilon_0d)$ to the stiffness of the uniform mode normal to the film, which outweighs $|a|$ once $\lambda$ exceeds about 0.002 nm. Open surfaces charge even a transverse wave if it is polarized normal to them.

Every unstable normal mode therefore has $\nabla\cdot\mathbf P=0$: it is uniform, or a wave modulated across its polarization. A pattern with a small longitudinal part can still have a lower energy than $\mathbf P=0$, but that part raises the energy. At zero macroscopic field the uniform modes have the most negative stiffness, since they pay no gradient cost. The same charge argument applies to a thin wall with unit normal $\mathbf n$ pointing from domain 1 to domain 2. Integrating $-\nabla\cdot\mathbf P$ through it gives the surface charge $-\mathbf n\cdot(\mathbf P_2-\mathbf P_1)$. A wall between opposite domains is neutral when it lies parallel to their polarization. A head-to-head wall, with $\mathbf P_1$ along $\mathbf n$ and $\mathbf P_2=-\mathbf P_1$, carries $2|\mathbf P_1|$. The quadratic theory does not determine the final domain size or shape.

Inside a uniformly polarized domain, small deviations $\delta\mathbf P$ have the electric cost $(V/2)\Lambda|\hat{\mathbf k}\cdot\delta\mathbf P_{\mathbf k}|^2$ for each nonzero wavevector. A change in the magnitude of the spontaneous polarization escapes this cost when it varies perpendicular to that polarization. It pays the full cost when it varies along it.

## Limits on the thermal result

Near the transition, anharmonic coupling between waves can make the quadratic variances inaccurate. Coupling to strain gradients and direction-dependent gradient coefficients can add further angular dependence. Electrostriction, which couples strain to products of two polarization components, enters around $\mathbf P=0$ only beyond quadratic order. They change the numerical ratio, but the bound-charge energy remains.

The classical variance also requires the vibration quantum $\hbar\omega$ to be small compared with $k_BT$. For a harmonic mode the quantum variance is the classical one multiplied by $q\coth q$, with $q=\hbar\omega/(2k_BT)$, and this factor exceeds 1. Depolarization stiffens the longitudinal mode and raises its frequency, so the correction is more important there. The longitudinal rms value above is a classical result, and the condition need not hold for it. For a mode with effective charge near $10e$, mass near 39 u and cell volume 0.064 nm³, typical of a perovskite, the longitudinal stiffness gives $\hbar\omega\approx1.9\,k_BT$ at 400 K. The factor is then 1.29, and the variance ratio falls from 272 to about 212. The ratio of static stiffnesses, which fixes the response to a slowly applied force, does not need this classical assumption.

The values used here are collected in the numerical output.

## Calculated quantities

```
Temperature: 400 K
Local stiffness a: 2e+07 J m/C^2
Gradient coefficient g: 1e-10 J m^3/C^2
Background relative permittivity: 7
Cube side: 20 nm
Wavelength: 10 nm
Wavenumber k: 6.2832e+08 1/m
Thermal energy kB T: 5.5226e-21 J
Coulomb energy fraction, cloud flat, widths 4:4:1: 0.70364
Coulomb energy fraction, cloud round, widths 1:1:1: 0.33333
Coulomb energy fraction, cloud long, widths 1:1:4: 0.075407
Chosen wave amplitude: 0.01 C/m^2
Longitudinal wave, peak bound charge: 6.2832e+06 C/m^3
Longitudinal wave, peak field: 1.6134e+08 V/m
Longitudinal wave, mean electric energy: 4.0336e+05 J/m^3
Either wave, mean local + gradient energy: 1487 J/m^3
Gradient stiffness g k^2: 3.9478e+07 J m/C^2
Depolarization stiffness 1/eps: 1.6134e+10 J m/C^2
Transverse stiffness: 5.9478e+07 J m/C^2
Longitudinal stiffness: 1.6194e+10 J m/C^2
Transverse rms |P_k|, one component: 0.0034068 C/m^2
Longitudinal rms |P_k|: 0.00020647 C/m^2
Variance ratio transverse/longitudinal: 272.27
Rms ratio transverse/longitudinal: 16.5
Static relative permittivity: 5654
Variance ratio in the limit k to 0: 807.72
Uniaxial half-variance angle from 90 deg plane: 3.4809 deg
Uniaxial P_z variance at 45 deg / value at 90 deg: 0.0073189
Free-vector P_z variance at 45 deg / value at 90 deg: 0.50184
Screening length: 1 nm
Screening factor k^2/(k^2+kappa^2): 0.28304
Screened longitudinal stiffness: 4.6262e+09 J m/C^2
Screened variance ratio: 77.78
Wavelength where screened penalty equals a: 178.35 nm
Quenched local stiffness: -2.5e+07 J m/C^2
Shortest unstable transverse wavelength, continuum: 12.566 nm
Longitudinal stiffness after quench, k to 0: 1.6109e+10 J m/C^2
Nonuniform wavevectors with unstable waves: 18
Unstable modes with depolarization (3 uniform): 39
Unstable modes without depolarization (3 uniform): 57
```
